# Nonrelativistic Lamb shift of s and p states in one-electron ions, part 2

The vacuum field shifts the levels of a one-electron ion. The electron is nonrelativistic and for now spinless, with Hamiltonian $H$ and potential energy $V(\mathbf r)$; the nucleus is a fixed point with $V=-Z/r$. Atomic units are used, $\hbar=m=e=1$ and $c=1/\alpha$, with Gaussian fields. States are $\psi=R(r)Y_{lm}$, with $u=rR$. For $2p$, $R=a\,r\,e^{-Zr/2}$ with $a^2=Z^5/24$.

In Welton's picture the field jitters a free electron by $\boldsymbol\delta$, with equal contributions from every octave of frequency between $k_0$ and $K$:
$$\langle\delta^2\rangle=\frac{2\alpha^3}{\pi}L,\qquad L=\ln\frac{K}{k_0},\qquad \Delta E=\frac16\langle\delta^2\rangle\langle\nabla^2V\rangle .$$
For the point nucleus,
$$\nabla^2\!\left(-\frac Zr\right)=4\pi Z\,\delta^3(\mathbf r),\qquad |\psi_{ns}(0)|^2=\frac{Z^3}{\pi n^3},$$
and $\psi(0)=0$ for $l>0$. The jitter is Gaussian with variance $\sigma^2=\langle\delta^2\rangle/3$ per axis and smears the potential to $-Z\,\mathrm{erf}(r/b)/r$, $b=\sqrt2\sigma$. For small $Z\sigma$ the resulting $2p$ shift is $(Z\sigma)^2/8$ times the $2s$ shift.

Quantum theory in the dipole approximation, with the free-electron mass term removed, gives Bethe's expression for photons of energy $k$:
$$\Delta E=\frac{2\alpha^3}{3\pi}\int_0^Kdk\,J(k),\qquad J(k)=\sum_m\frac{w_m}{\Delta_m+k},\qquad w_m=|\mathbf p_{m0}|^2\Delta_m .$$
Here $|0\rangle$ is the level considered, $|m\rangle$ an intermediate state, $\Delta_m=E_m-E_0$ and $\mathbf p_{m0}=\langle m|\mathbf p|0\rangle$. The total weight $D=\sum_mw_m$ is
$$D=\tfrac12\langle\nabla^2V\rangle .$$
For fast photons $J\to D/k$, which is Welton's spectrum; for slow ones $J\to\langle p^2\rangle$. The upper limit is chosen as $K=mc^2$, with a factor of order one left undetermined.

The question now is what $k_0$ is, and whether the $2p$ shift comes out as zero.

**A.** For $\Delta_m>0$, $\int_0^Kdk/(\Delta_m+k)=\ln(1+K/\Delta_m)$. For $\Delta_m<0$ there is a pole at $k=|\Delta_m|$, where a real photon can be emitted; the pole gives the decay width and the principal value gives the shift. Cutting out $|\Delta_m|\pm\epsilon$ leaves $\ln(\epsilon/|\Delta_m|)+\ln[(K-|\Delta_m|)/\epsilon]$. Both cases read $\ln|1+K/\Delta_m|$, which is close to $\ln(K/|\Delta_m|)$ when $K\gg|\Delta_m|$. Measure energies against $Z^2/2$, that is $Z^2$ rydberg, and write $\ln(K/|\Delta_m|)=\ln[K/(Z^2/2)]-\ln[|\Delta_m|/(Z^2/2)]$. For the Coulomb potential $D=2\pi Z|\psi(0)|^2=(2Z^4/n^3)\,\delta_{l0}$. Define the Bethe logarithm
$$\beta_{nl}=\frac{\sum_mw_m\ln\big[|\Delta_m|/(Z^2/2)\big]}{2Z^4/n^3},$$
with the $s$-state value in the denominator for every $l$. Since $(2\alpha^3/3\pi)(2Z^4/n^3)=4\alpha^3Z^4/3\pi n^3$ and $K/(Z^2/2)=2/(Z\alpha)^2$,
$$\Delta E_{nl}=\frac{4\alpha^3Z^4}{3\pi n^3}\left[\delta_{l0}\ln\frac{2}{(Z\alpha)^2}-\beta_{nl}\right].$$
Under $r\to r/Z$ momenta scale as $Z$ and energies as $Z^2$, so $w_m\propto Z^4$ and $\beta_{nl}$ does not depend on $Z$. For $s$ states the bracket is $L=\ln(K/k_0)$ with $k_0=(Z^2/2)e^{\beta}$, the $w$-weighted geometric mean of the $|\Delta_m|$. For $1s$ and $2s$ all weights are positive and this is an ordinary mean; from $3s$ on, downward transitions enter with negative weight.

For $l>0$ the cutoff drops out, but $-\beta_{nl}$ stays, at the same order $\alpha^3Z^4$ as the $s$ shift. The true statement is therefore that the large logarithm belongs to $s$ states alone, and that states with $l>0$ keep a remainder without it.

For $2p$, $D=0$ is a cancellation between large pieces. From $[H,\mathbf r]=-i\mathbf p$ one has $\mathbf p_{m0}=i\Delta_m\mathbf r_{m0}$, so $w_m=\Delta_m^3|\mathbf r_{m0}|^2$, and the degenerate $2s$ state has no weight. The only level below is $1s$, with $\Delta=-3Z^2/8$. At $Z=1$, with $R_{1s}=2e^{-r}$, the radial integral is $(2/\sqrt{24})\int r^4e^{-3r/2}dr=2\sqrt{24}\,(2/3)^5$, whose square is $96\cdot2^{10}/3^{10}=2^{15}/3^9$. For $m=0$ only $z$ connects to $1s$, with angular factor $\big(\int Y_{00}\cos\theta\,Y_{10}\big)^2=1/3$. In units of $2/8$ the weight is
$$-4\cdot\frac{27}{512}\cdot\frac{2^{15}}{3^{10}}=-\frac{2^8}{3^7}=-0.1171 .$$
The upward transitions must carry $+0.1171$. They lie at other energies than the downward one, so the logarithms do not cancel when the weights do.

**Q.** How are the sums over the continuum evaluated?

**A.** One needs $\nabla\psi$ sorted by angular momentum. For an $s$ state $\nabla R=R'\hat{\mathbf r}$, a pure $l=1$ function with radial part $rR'=u'-u/r$. For $2p$, $m=0$, write $\psi=F(r)z$ with $F=\kappa R/r$, $\kappa^2=3/4\pi$, and $\mathbf n=\hat{\mathbf r}$:
$$\partial_i\psi=F\delta_{iz}+rF'n_in_z=\left(F+\tfrac13rF'\right)\delta_{iz}+rF'\left(n_in_z-\tfrac13\delta_{iz}\right).$$
The first part has $l=0$ and the traceless second part has $l=2$. With $rF'=\kappa(R'-R/r)$ the first radial factor is $\frac\kappa3(R'+2R/r)$, of angular weight $4\pi\kappa^2/9=1/3$. For the second, $\sum_i(n_in_z-\frac13\delta_{iz})^2=\frac13n_z^2+\frac19$ averages to $2/9$, giving weight $4\pi\kappa^2\cdot2/9=2/3$. Multiplying by $r$, the radial functions are $u'+u/r$ and $u'-2u/r$.

The radial Hamiltonian for each final $l$ was diagonalized in B-splines of degree six on 110 exponentially growing intervals reaching $70\,a_0/Z$. The eigenvectors replace bound states and continuum by a finite set of pseudostates, and the radial functions above are projected on them. For $Z=4$ this gives $D(2s)/(2Z^4/8)=1.0000$, upward and downward $2p$ weights of $\pm0.1171$ in the same unit, and
$$\beta_{1s}=2.984,\qquad\beta_{2s}=2.812,\qquad\beta_{2p}=-0.0300 .$$
In the $2p$ case, $\beta_{2p}=0.1171\ln(\bar\Delta_\uparrow/|\Delta_{1s}|)$, where $\bar\Delta_\uparrow$ is the weighted geometric mean of the upward gaps. The logarithm of this ratio is $-0.0300/0.1171=-0.26$: a small weight times a small logarithm.

**Q.** Give me numbers for an ion I could put in a trap.

**A.** Take one-electron Be$^{3+}$, $Z=4$, $n=2$, with Schrödinger–Coulomb states, the sums above and $K=mc^2=510999$ eV. The digits are carried so that the arithmetic can be followed; the undetermined factor in $K$ leaves the $s$ shift good to about one figure. With $\alpha=0.007297353$, $Z^2\,\mathrm{Ry}=217.69$ eV and $a_0/Z=0.1323$ Å, the unperturbed level is at $-54.423$ eV.

The logarithm is $L=\ln[2/(Z\alpha)^2]-\beta_{2s}=7.761-2.812=4.949$. Equivalently $k_0=217.69\ \text{eV}\times e^{2.812}=3.62\times10^3$ eV and $L=\ln(510999/3622)$.

In ordinary units the jitter coefficient is $2\alpha^3a_0^2/\pi=6.928\times10^{-8}$ Å$^2$, so
$$\langle\delta^2\rangle=6.928\times10^{-8}\times4.949=3.429\times10^{-7}\ \text{Å}^2 .$$
The rms displacement is $5.855\times10^{-4}$ Å, $\sigma$ is smaller by $\sqrt3$, $3.381\times10^{-4}$ Å, and $Z\sigma/a_0=0.002555$, so the small-jitter expansion is well inside its regime.

The contact density is $1/[8\pi(0.1323\ \text{Å})^3]=17.18$ Å$^{-3}$. Multiplying by $4\pi Ze^2$, where $e^2$ is one hartree times $a_0$, gives $\langle\nabla^2V\rangle=12438$ eV/Å$^2$. Then
$$\Delta E_{2s}=\tfrac16\times3.429\times10^{-7}\times12438\ \text{eV}=7.108\times10^{-4}\ \text{eV},$$
or $171.9$ GHz. The same follows from the prefactor $4\alpha^3Z^4/(3\pi\cdot8)=(\alpha^3Z^2/3\pi)\,Z^2\mathrm{Ry}=1.436\times10^{-4}$ eV times $4.949$.

For $2p$, $\Delta E=1.436\times10^{-4}\times0.0300=4.31\times10^{-6}$ eV, or $1.04$ GHz. The ratio to $2s$ is $0.0300/4.949=0.0061$. The smearing tail is far smaller: integrating $u^2\,Z\,\mathrm{erfc}(r/b)/r$ numerically gives $5.8\times10^{-10}$ eV for $2p$, a fraction $8.2\times10^{-7}$ of the $2s$ value, as $(0.002555)^2/8$ predicts. The $2p$ shift therefore does not come from the electron reaching into the smeared core. It comes from photons well below $mc^2$ that see a bound electron, which the free-jitter picture does not describe. The tail is of order $\alpha^6$, and other terms of that order are missing from this theory, so its value shows a scale and is not a prediction.

At $Z=1$ the same formulas give $L=7.722$, $\Delta E_{2s}=4.33\times10^{-6}$ eV or $1.047$ GHz, and $\Delta E_{2p}=1.68\times10^{-8}$ eV, a ratio of $0.0039$. The measured $2s$–$2p_{1/2}$ splitting in hydrogen is roughly $1$ GHz. The $s$ shift grows as $Z^4L$, somewhat slower than $Z^4$ because $L$ falls by $2\ln Z$, while the $p$ shift grows as $Z^4$, so the $s$ dominance weakens slowly with $Z$.

**Q.** A lower cutoff of some 3600 eV for a level bound by 54 eV looks wrong. The electron should be free well below that.

**A.** For an $s$ state it becomes free very slowly, because it visits the nucleus, where the force is unbounded. The ratio $kJ(k)/D$ measures the true spectrum against Welton's. For $2s$ the pseudostate sums give:

| $k$ (eV) | $kJ/D$ |
|---|---|
| $4.35$ | $0.0095$ |
| $435$ | $0.2626$ |
| $4.35\times10^4$ | $0.7974$ |
| $4.35\times10^6$ | $0.9734$ |
| $4.35\times10^8$ | $0.9972$ |

These energies are $10^{-2},1,10^2,10^4,10^6$ times $Z^2$ hartree. The last two lie above $K$ and only display the mathematical limit of the dipole sum.

The low end follows from $J\to\langle p^2\rangle=Z^2/n^2$, by the virial theorem $\langle p^2\rangle/2=-E$. Then $kJ/D\to k(Z^2/4)/(Z^4/4)=k/Z^2=0.01$ in the first row, close to $0.0095$.

For the high end, $[H,\mathbf p]=i\nabla V$ gives $\Delta_m\mathbf p_{m0}=i(\nabla V)_{m0}$, so $w_m=|(\nabla V)_{m0}|^2/\Delta_m$. At excitation energy $\varepsilon\gg Z^2$ the final state is a plane wave of momentum $Q=\sqrt{2\varepsilon}$, and the matrix element comes from distances $1/Q$, where $\psi\approx\psi(0)$. The Fourier transform of $\nabla^2V=4\pi Z\delta^3$ gives $\tilde V=-4\pi Z/Q^2$, so that of $\nabla V$ has magnitude $4\pi Z/Q$. The density of states is $\Omega\,4\pi Q^2dQ/(2\pi)^3=\Omega Q\,d\varepsilon/2\pi^2$. Hence
$$\frac{dw}{d\varepsilon}=\frac{16\pi^2Z^2|\psi(0)|^2}{\Omega Q^2\varepsilon}\,\frac{\Omega Q}{2\pi^2}=\frac{8Z^2|\psi(0)|^2}{\sqrt2\,\varepsilon^{3/2}},\qquad\frac1D\frac{dw}{d\varepsilon}=\frac{2\sqrt2\,Z}{\pi}\,\varepsilon^{-3/2},$$
using $D=2\pi Z|\psi(0)|^2$. This slow tail pulls the geometric mean $k_0$ far above the binding energy. Since $k/(\varepsilon+k)=1-\varepsilon/(\varepsilon+k)$ and $\int_0^\infty\varepsilon^{-1/2}d\varepsilon/(\varepsilon+k)=\pi/\sqrt k$ (substitute $\varepsilon=kt^2$), the leading deficit is $1-kJ/D\approx2\sqrt2\,Z/\sqrt k$. At $k=10^6Z^2$ this is $0.0028$, as in the last row. At $10^4Z^2$ it is $0.028$ against $0.027$ in the table, the difference being of higher order in $Z/\sqrt k$.

For $2p$ the same identity gives $kJ=D-\sum_mw_m\Delta_m/(\Delta_m+k)\to-\langle|\nabla V|^2\rangle/k$, and $\langle|\nabla V|^2\rangle=Z^2a^2\int e^{-Zr}dr=Z^6/24$ is finite. So $J$ falls as $1/k^2$, the integral converges without a cutoff, and $K$ is irrelevant to leading order. The convergence is slow on the scale of the small result: the part beyond $k$ is about $-Z^6/24k$, while the whole integral is $0.0300\,Z^4/4=0.0075\,Z^4$, so $k$ must reach about $100\,Z^2$ before the remainder falls to some $5\%$. For Be$^{3+}$ that is $4\times10^4$ eV, still well below $mc^2$.

**Q.** Is the rule then about $s$ states or about the Coulomb potential?

**A.** It is about $\langle\nabla^2V\rangle$. The electron's energy is $V=-\phi$ with $\nabla^2\phi=-4\pi\rho$, so $\nabla^2V=4\pi\rho$: the logarithmic shift measures the overlap of the electron with the fixed charge $\rho$ that makes the potential. A point nucleus has charge at one place, which only $s$ states reach. For the screened model $V=-Ze^{-\mu r}/r$, $\frac1r(rV)''=-Z\mu^2e^{-\mu r}/r$ for $r>0$, a negative cloud around the nucleus, and $p$ states acquire a negative logarithmic term. With $Z=4$ and the round choice $\mu=0.1Z/a_0=0.756$ Å$^{-1}$, the $2p$ state from a B-spline basis of 90 intervals has $D=-0.00305$ in units of $2Z^4/8$, whether computed as the pseudostate sum $\sum w_m$ or as $\frac12\langle\nabla^2V\rangle$. This cloud is held fixed while the electron jitters, so the model does not stand for screening by the other electrons of an atom. There the dipole field couples to the total momentum $\sum_i\mathbf p_i$, which commutes with the electron–electron repulsion because that depends only on the differences $\mathbf r_i-\mathbf r_j$. In the dipole approximation the repulsion therefore drops out of $D$, which becomes $2\pi Z\sum_i\langle\delta^3(\mathbf r_i)\rangle$, and screening acts only by changing the electron density at the nucleus and the excitation spectrum. In a harmonic well $\nabla^2V$ is constant, and at this order the jitter moves all levels equally.

**Q.** How far should I trust these values against a measurement?

**A.** The $s$ shift is right to logarithmic accuracy. Doubling $K$ adds $\ln2$ to $L$, which is $14\%$ of the Be$^{3+}$ $2s$ shift. Relativistic photons, vacuum polarization and the contact part of the electron's anomalous moment all act at distances of order $\alpha a_0$; they add constants to the $s$ bracket that this theory cannot supply. Nuclear size and recoil are also left out. The shifts computed here are of order $\alpha^3Z^4$ and are to be added to the relativistic Coulomb levels; the fine-structure corrections to the Schrödinger level, of order $\alpha^2Z^4$, are larger, are not computed here, and are the same for $2s$ and $2p_{1/2}$.

Replacing $\ln|1+K/\Delta_m|$ by $\ln(K/|\Delta_m|)$ drops $\ln(1+\varepsilon/K)$ over the tail. Integrating by parts, $\int_0^\infty\varepsilon^{-3/2}\ln(1+\varepsilon/K)\,d\varepsilon=2\int_0^\infty\varepsilon^{-1/2}d\varepsilon/(\varepsilon+K)=2\pi/\sqrt K$, so the bracket gains about $4\sqrt2\,Z\alpha=0.17$ at leading order. Keeping the full logarithm in the pseudostate sum gives $7.33\times10^{-4}$ eV, about $3\%$ above $7.108\times10^{-4}$ eV, or $0.15$ in the bracket. This piece comes mostly from excitations above $mc^2$, where the nonrelativistic states fail, so it marks the size of the terms of relative order $Z\alpha$ without being a reliable value for them. The scheme needs $Z\alpha\ll1$; for $2s$, $L=\ln[2/(Z\alpha)^2]-2.812$ reaches zero already at $(Z\alpha)^2=2e^{-2.812}=0.12$, or $Z\alpha\approx0.35$, where no range of $k$ is left between $k_0$ and $K$.

For $p$ levels spin matters more than $\beta_{2p}$. An electron moving with velocity $\mathbf v$ through $\mathbf E=Z\mathbf r/r^3$ sees $\mathbf B=-\alpha\,\mathbf v\times\mathbf E=\alpha Z\mathbf L/r^3$. Its moment is $-\frac g2\alpha\mathbf S$, giving the energy $\frac g2\alpha^2Z\,\mathbf L\cdot\mathbf S/r^3$. Thomas precession is kinematic and does not involve $g$, so the radiative part $g-2=2a_e$ adds $a_e\alpha^2Z\langle r^{-3}\rangle\langle\mathbf L\cdot\mathbf S\rangle$. Here $\langle r^{-3}\rangle=a^2\int re^{-Zr}dr=Z^3/24$, and $\langle\mathbf L\cdot\mathbf S\rangle=\frac12[j(j+1)-2-\frac34]$ is $-1$ for $j=\frac12$ and $+\frac12$ for $j=\frac32$. Taking the physical constant $a_e=0.0011597$ as an input, the unit is $a_e\alpha^2Z^4/24=(a_e\alpha^2Z^2/12)\,Z^2\mathrm{Ry}$, which gives $-1.79\times10^{-5}$ eV for $2p_{1/2}$ and $+8.96\times10^{-6}$ eV for $2p_{3/2}$. The first is about four times the spinless $2p$ term and reverses its sign, so $2p_{1/2}$ moves down. It has no logarithm and amounts to $1.79\times10^{-5}/7.108\times10^{-4}$, about $2.5\%$, of the $2s$ shift computed here.
